# Where electronic stopping overtakes nuclear stopping for phosphorus in silicon

## Symmetry and dimensions

An ion moving slowly through an electron gas feels a drag that must reverse when its velocity $v$ reverses. If the drag can be expanded in $v$, only odd powers appear, and the leading term is linear unless its coefficient vanishes. The electron-gas model below gives a nonzero coefficient. The electronic loss then grows as $v\propto\sqrt E$ at low speed, where $E$ is the ion's kinetic energy.

The loss to whole atoms is different. Let ion and atom repel with Coulomb strength $C$, screened over a length $a$. The one dimensionless energy available is $\varepsilon=aE_{\rm cm}/C$, where $E_{\rm cm}$ is the energy of relative motion. A stopping cross-section $S$ has the dimension energy times area, as does $Ca$, so at fixed masses the nuclear one must be $Ca$ times a function $s_n(\varepsilon)$. Equal losses then mean

$$s_n(\varepsilon)=k\sqrt\varepsilon ,\qquad(1)$$

with $k$ a number fixed by the two elements.

Formulas below use Rydberg units: $\hbar=1$, $e^2=2$, electron mass $m=1/2$, lengths in Bohr radii $a_0$ and energies in Ry. Speeds appear as ratios to the Bohr velocity $v_0$, which equals 2 in these units. Phosphorus has $Z_1=15$, $M_1=30.974$ u; silicon has $Z_2=14$, $M_2=28.086$ u. The Coulomb strength is $C=2Z_1Z_2$. Numerical losses are in eV/nm, obtained from $S$ by multiplying by the atomic density $N=49.94$ nm$^{-3}$. Since $N$ multiplies both losses, it cancels from the crossing.

## Back of the envelope

For a rough $s_n$, keep the bare repulsion $C/r$ for impact parameters $b<a$ and ignore all other collisions. In relative motion with initial speed $w$, angular momentum gives $\dot\phi=bw/r^2$, and energy conservation gives $\dot r=\pm w\sqrt{1-V/E_{\rm cm}-b^2/r^2}$. The angle swept on each half of the orbit, with $y=b/r$ and $\kappa=C/(2E_{\rm cm}b)$, is

$$\phi=\int_0^{y_0}\frac{dy}{\sqrt{1-2\kappa y-y^2}}
=\int_0^{y_0}\frac{dy}{\sqrt{1+\kappa^2-(y+\kappa)^2}}
=\frac{\pi}{2}-\arctan\kappa .$$

Here $y_0$ is the turning point, where the root vanishes. The deflection is $\theta=\pi-2\phi=2\arctan\kappa$. With $\beta=b/a$, $\kappa=1/(2\varepsilon\beta)$, so $\sin^2(\theta/2)=1/(1+4\varepsilon^2\beta^2)$.

The energy handed over is proportional to $\sin^2(\theta/2)$, as shown below, and the normalization used there is $s_n=2\varepsilon\int\sin^2(\theta/2)\,\beta\,d\beta$. Hence

$$s_n\approx2\varepsilon\int_0^1\frac{\beta\,d\beta}{1+4\varepsilon^2\beta^2}
=\frac{\ln(1+4\varepsilon^2)}{4\varepsilon}.$$

For this pair $k=0.156$ and $\varepsilon=0.01992$ per keV, both derived below. At $\varepsilon=3$ the two sides of (1) are 0.301 and 0.270; at $\varepsilon=4$ they are 0.261 and 0.312. The crossing lies between, at 150 to 200 keV. This fixes the order of magnitude. A better value needs realistic screening.

## Nuclear loss with screening

**Recoil energy.** The centre of mass moves at $u=M_1v/(M_1+M_2)$. In its frame the target atom, initially at rest in the laboratory, has speed $u$ before and after an elastic collision, and its velocity turns by $\theta$. The change of velocity has magnitude $2u\sin(\theta/2)$, which is also the final laboratory speed. The recoil energy is therefore

$$T=\tfrac12M_2\,4u^2\sin^2\frac\theta2
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E\sin^2\frac\theta2 .$$

**Scaling.** Write $V(r)=(2Z_1Z_2/r)\,\Phi(r/a)$. The reduced mass is $M_1M_2/(M_1+M_2)$ and $w=v$, so $E_{\rm cm}=M_2E/(M_1+M_2)$ and

$$\varepsilon=\frac{aM_2E}{2Z_1Z_2(M_1+M_2)} .$$

In the orbit equation $V/E_{\rm cm}=\Phi(x)/(\varepsilon x)$ with $x=r/a$, so $\theta$ depends only on $\varepsilon$ and $\beta$ once $\Phi$ is chosen. The stopping cross-section is the recoil energy summed over impact area:

$$S_n=\int_0^\infty T\,2\pi b\,db
=\pi a^2\frac{4M_1M_2}{(M_1+M_2)^2}\frac{E}{\varepsilon}\,s_n(\varepsilon).$$

Substituting $E/\varepsilon=2Z_1Z_2(M_1+M_2)/(aM_2)$ cancels one factor each of $a$, $M_2$ and $M_1+M_2$:

$$S_n=8\pi a Z_1Z_2\frac{M_1}{M_1+M_2}\,s_n(\varepsilon).\qquad(2)$$

**The universal function.** Ziegler, Biersack and Littmark (ZBL) use $a=0.8854/(Z_1^{0.23}+Z_2^{0.23})$ and

$$\Phi=0.1818e^{-3.2x}+0.5099e^{-0.9423x}+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.$$

These are fitted, not derived here. For $\varepsilon\le30$ the corresponding fit to the stopping is

$$s_n=\frac{\ln(1+1.1383\,\varepsilon)}{2(\varepsilon+0.01321\,\varepsilon^{0.21226}+0.19593\,\varepsilon^{0.5})},\qquad(3)$$

and above that $s_n=\ln\varepsilon/(2\varepsilon)$. The envelope formula has the same leading behaviour, since $\ln(4\varepsilon^2)/(4\varepsilon)=\ln(2\varepsilon)/(2\varepsilon)$.

The fit was tested against direct integration of the orbit and recoil energy in the potential above. Relative to the integration it differs by $-0.12$, $+0.79$, $-0.53$ and $-3.57$ % at 5 keV, 50 keV, the crossing and 500 keV.

For phosphorus in silicon $a=0.01267$ nm, and (2) becomes $1260.6\,s_n$ eV/nm.

## Electronic loss

**Why it is linear.** Take electrons of density $n$ filling a Fermi sphere of speed $v_F$, scattered by the heavy ion with a constant transport cross-section $\sigma$. In the ion's frame the collisions are elastic. With equal forward and reverse rates, the Pauli factors combine as $f(1-f')-f'(1-f)=f-f'$, so blocking drops out of the net momentum transfer. The drag is

$$F=nm\sigma\,\big\langle|\mathbf v-\mathbf u|\,(\mathbf v-\mathbf u)\cdot\hat{\mathbf v}\big\rangle
=\frac{nm\sigma}{3}\frac{d}{dv}\big\langle|\mathbf v-\mathbf u|^3\big\rangle ,$$

averaged over electron velocities $\mathbf u$. For $u>v$, the average over directions, with $c$ the cosine of the angle between $\mathbf u$ and $\mathbf v$, is

$$\frac12\int_{-1}^{1}(u^2+v^2-2uvc)^{3/2}dc
=\frac{(u+v)^5-(u-v)^5}{10uv}=u^3+2uv^2+\frac{v^4}{5u}.$$

One third of its derivative is $\frac43uv+\frac4{15}v^3/u$. A filled sphere has $\langle u\rangle=\frac34v_F$ and $\langle1/u\rangle=3/(2v_F)$, so

$$F=nm\sigma v_Fv\left[1+\frac25\frac{v^2}{v_F^2}+O\!\left(\frac{v^4}{v_F^4}\right)\right].$$

Electrons with $u<v$ occupy a volume fraction $(v/v_F)^3$ and affect only the last term. Numerical averaging over the sphere at $v/v_F=0.05$ and 0.2 agrees with the first two terms to within $5\times10^{-4}$ of the linear law.

**The Lindhard-Scharff magnitude.** The published formula is

$$S_e=16\pi\frac{Z_1^{7/6}Z_2}{D^{3/2}}\frac{v}{v_0},\qquad D=Z_1^{2/3}+Z_2^{2/3}.\qquad(4)$$

Of the power $Z_1^{7/6}$, a factor $Z_1^{1/6}$ is a semi-empirical correction. Equation (4) is intended for $v$ below about $Z_1^{2/3}v_0=6.08\,v_0$. Because $\frac12mv_0^2=1$ Ry, $E=(M_1/m)(v/v_0)^2$ in Ry, hence $v/v_0=\sqrt{mE/M_1}$. For this pair (4) gives $27.75\sqrt{E/\text{keV}}$ eV/nm.

**A separate estimate of the magnitude.** Firsov's picture does not use (4). Put a plane midway between the nuclei, a distance $R$ apart. Electrons crossing from the target to the ion must acquire the ion's velocity, so each takes momentum $mv=v/v_0$ from it. Those crossing the other way carry their momentum off without slowing the ion.

Let the electrons sit in a potential well of depth $\varphi$. With $2m=1$ their Fermi momentum is $p_F=\sqrt\varphi$, their density is $p_F^3/(3\pi^2)$, and their mean speed is $\frac34(2p_F)$. The one-way flux is a quarter of density times mean speed:

$$\frac14\,\frac{p_F^3}{3\pi^2}\,\frac{3p_F}{2}=\frac{\varphi^2}{8\pi^2}.$$

The force is $v/v_0$ times this flux integrated over the plane. Integrating the force along straight paths and over impact area covers all relative positions, with volume element $4\pi R^2dR$. A point of the plane at distance $\rho$ from its centre is at $r=\sqrt{R^2/4+\rho^2}$ from either nucleus, so $\rho\,d\rho=r\,dr$ and

$$S_F=\frac v{v_0}\int_0^\infty4\pi R^2dR\int_{R/2}^\infty2\pi r\,dr\,\frac{\varphi^2}{8\pi^2}
=\frac v{v_0}\int_0^\infty r\varphi^2dr\int_0^{2r}R^2dR
=\frac83\frac v{v_0}\int_0^\infty r^4\varphi^2dr .$$

Firsov takes $\varphi=2Z\chi/r$ with $Z=Z_1+Z_2=29$. Poisson's equation, $\nabla^2\varphi=8\pi n$ with $n=\varphi^{3/2}/(3\pi^2)$, becomes

$$\frac{d^2\chi}{dr^2}=\frac{8\sqrt{2Z}}{3\pi}\frac{\chi^{3/2}}{\sqrt r}.$$

Setting $r=\ell x$ with $\ell=[9\pi^2/(128Z)]^{1/3}=0.8853\,Z^{-1/3}$ removes the coefficient. This leaves the Thomas-Fermi equation $\chi''=\chi^{3/2}/\sqrt x$, with $\chi(0)=1$ and $\chi\to0$ far away. Then

$$S_F=\frac{32}{3}Z(0.8853)^3\frac v{v_0}\int_0^\infty x^2\chi^2dx .$$

The integral is 1.849, and $S_F$ is 0.982 times (4). Both models treat the electrons statistically, in the Thomas-Fermi manner, and can share errors. The closeness therefore shows that they agree for this pair, not that either is accurate to 2 %. For boron in silicon the same two formulas differ by a factor of about 1.46.

## The crossing

Divide the coefficient of $v/v_0$ in (4) by the prefactor of (2), and use $E=2Z_1Z_2(M_1+M_2)\varepsilon/(aM_2)$ in the speed. This gives equation (1) with

$$k=\frac{2Z_1^{1/6}(M_1+M_2)}{aM_1D^{3/2}}
\sqrt{\frac m{M_1}}\sqrt{\frac{2Z_1Z_2(M_1+M_2)}{aM_2}}=0.1560 .$$

To solve (1) by hand, multiply it by $\varepsilon$ and isolate the power on the right:

$$\varepsilon_{\rm new}=\left[\frac{\varepsilon\,s_n(\varepsilon)}k\right]^{2/3}.$$

At $\varepsilon=1$, (3) gives $s_n=0.760/2.418=0.314$, so the next value is $(0.314/0.156)^{2/3}=1.595$. Further steps give 2.010, 2.230, 2.331, 2.374 and 2.392, approaching 2.405. Near the root a small relative error is multiplied by $\frac23(1-q)$ at each step, where $q=-d\ln s_n/d\ln\varepsilon=0.384$. The factor is 0.41, so the iteration converges.

The crossing energy is

$$E_c=\frac{2.405}{0.01992}\ \text{keV}\approx121\ \text{keV}\approx8.9\times10^3\ \text{Ry}.$$

Checking each side, $1260.6\times0.2419=305$ eV/nm and $27.75\sqrt{120.8}=305$ eV/nm. The ion then moves at $0.396\,v_0$, far below the speed limit of (4).

The losses on either side show the exchange of roles:

| Energy (keV) | Nuclear (eV/nm) | Electronic (eV/nm) |
|---|---|---|
| 10 | 435 | 88 |
| 30 | 430 | 152 |
| 100 | 327 | 278 |
| 200 | 246 | 392 |
| 500 | 149 | 621 |

Nuclear loss barely changes from 10 to 30 keV and then falls. The recoil energy is proportional to $E\sin^2(\theta/2)$, and at these higher energies the weaker deflection outweighs the larger $E$. Electronic loss keeps rising with speed.

The envelope estimate was too high because its truncated bare repulsion gives $s_n=0.33$ at $\varepsilon=2.405$, whereas the screened potential gives 0.24.

**The other end of the scale.** As $\varepsilon\to0$, the numerator of (3) tends to $1.1383\,\varepsilon$ and the $\varepsilon^{0.21226}$ term dominates the denominator. Thus $s_n\propto\varepsilon^{0.788}$, which eventually drops below $k\sqrt\varepsilon$. The formulas cross there too, at 0.2 meV. That power law and that number belong to the fit, extrapolated far outside the range tested above; direct integration in the potential puts the root near 0.5 meV. Either value is far below the thermal energy of 26 meV at 300 K, where a moving ion striking stationary free atoms is no longer a meaningful picture. The crossing at 121 keV is the physical one.

## How firm is the number?

Take logarithms in (1) and vary $k$: $-q\,d\ln\varepsilon=d\ln k+\frac12d\ln\varepsilon$. With the nuclear loss fixed,

$$\frac{d\ln E_c}{d\ln S_e}=-\frac1{\frac12+q}=-1.13 .$$

An error in electronic loss is slightly magnified. Raising $S_e$ by an illustrative 20 % moves the crossing to 98 keV; lowering it by 20 % moves it to 154 keV. The shifts are unequal because 20 % is not infinitesimal.

Other changes, made one at a time, give:

- **Firsov's electronic loss:** 123 keV.
- **Direct integration in the ZBL potential instead of fit (3):** a crossing higher by less than 1 keV.
- **Krypton-carbon potential:** 127 keV. Its screening function is $0.190945e^{-0.278544x}+0.473674e^{-0.637174x}+0.335381e^{-1.919249x}$, with length $0.8853/(\sqrt{Z_1}+\sqrt{Z_2})^{2/3}$.
- **Departure from linear drag:** four valence electrons per silicon atom give $v_F=0.957\,v_0$. The constant-$\sigma$ gas then has a drag 1.07 times the linear law at the crossing speed. Multiplying $S_e$ by this fixed factor gives 112 keV. Even the sign of this shift rests on the constant $\sigma$: if $\sigma$ fell as the inverse of the relative speed, the drag would be exactly linear, and if it fell as the inverse square, the drag would be weaker than linear.

Two further simplifications can be examined. The first is the neglect of silicon's gap, roughly 1.1 eV. A valence electron meeting the heavy ion head-on changes speed from $v_F$ to $v_F+2v$ and gains $2mv(v+v_F)=29$ eV, so the gap does not shut off the loss at this speed. The second is integrating to infinite $b$ although atoms in a solid have neighbours. Giving each atom an area $\pi b_{\max}^2=N^{-2/3}$ sets $b_{\max}=0.153$ nm, and collisions beyond it supply 0.002 % of the nuclear loss at $E_c$.

A reasonable statement is $E_c\approx120$ keV, uncertain by a few tens of keV if the electronic loss is uncertain by about 20 %. That 20 % is assumed, not measured: both electronic models vary smoothly with $Z_1$, whereas measured stopping of slow ions oscillates with the ion's shell structure.

## Real implants and crystal channels

A phosphorus implant into silicon may start below or above the crossing. The density and masses used here are those of ordinary silicon. The assumption that real wafers can break is random incidence: they are crystals, and an ion steered along an open direction avoids close collisions. Tilting the wafer away from such a direction reduces this.

A crude model shows the size of the effect. Remove all collisions with $b<0.1$ nm and leave $S_e$ unchanged. At 121 keV, 0.025 % of the nuclear loss then remains, and the crossing falls to 0.32 keV, or to 0.28 keV if collisions beyond $b_{\max}$ are dropped too, since they are no longer negligible at such low energy. That value is not a prediction for a real channel: electronic loss there differs from the random value, and successive gentle collisions are not independent. It does show that $E_c\approx120$ keV belongs to amorphous or randomly oriented silicon and cannot be applied to channelled ions.

The crossing also compares local rates, not total losses. An ion that starts at $E_c$ spends its subsequent slowing-down in the range where nuclear loss is larger, so most of its energy, about two thirds with the formulas above, goes to recoiling atoms. An ion that starts well above $E_c$ first loses energy mainly to electrons, then passes through the crossing and transfers energy mainly to atoms near the end of its path. Those recoils can displace lattice atoms, and this is the damage that annealing has to repair. They also lose part of their own energy to electrons, so the share that ends in atomic motion is smaller, roughly half for an ion starting at $E_c$. The numerical output below lists local losses, not their sums along the path.

## Table of computed values

```
Ion: Z1 = 15, M1 = 30.974 u; target: Z2 = 14, M2 = 28.086 u
Silicon lattice constant: 0.5431 nm
Atomic density: 49.94 nm^-3
ZBL screening length: 0.01267 nm
Reduced energy per keV: 0.01992
Nuclear loss scale (times s_n): 1260.6 eV/nm
Electronic loss at 1 keV: 27.75 eV/nm
Reduced electronic coefficient k: 0.1560
Loss at 10 keV: nuclear 435.1, electronic 87.8 eV/nm
Loss at 30 keV: nuclear 429.9, electronic 152.0 eV/nm
Loss at 100 keV: nuclear 326.8, electronic 277.5 eV/nm
Loss at 200 keV: nuclear 245.5, electronic 392.5 eV/nm
Loss at 500 keV: nuclear 149.4, electronic 620.6 eV/nm
Hand iteration, eps: 1.000, 1.595, 2.010, 2.230, 2.331, 2.374, 2.392
Reduced energy at crossing: 2.4053
Reduced nuclear stopping there: 0.2419
CROSSING ENERGY: 120.8 keV = 8875 Ry
Each loss at crossing: 305.0 eV/nm
Ion speed at crossing: 0.3965 v0
Lindhard-Scharff speed limit: 6.08 v0
Formal lower crossing: 0.199 meV
Thermal energy at 300 K: 25.9 meV
Logarithmic slope q: 0.3841
Sensitivity dlnE_c/dlnS_e: -1.131
Crossing, S_e raised 20%: 97.8 keV
Crossing, S_e lowered 20%: 154.4 keV
Thomas-Fermi moment int x^2 chi^2 dx: 1.8489
Firsov / Lindhard-Scharff loss: 0.9816
Crossing with Firsov loss: 123.3 keV
ZBL fit minus quadrature at 5, 50, E_c, 500 keV: -0.12, +0.79, -0.53, -3.57 %
Crossing with ZBL quadrature: 121.5 keV
Crossing with krypton-carbon potential: 127.3 keV
Valence Fermi speed: 0.9570 v0
Drag / linear law at crossing speed: 1.0678
Crossing with S_e times this ratio: 112.0 keV
Largest transfer to valence electron: 29.2 eV
Silicon gap (rough input): 1.12 eV
Impact-parameter limit in solid: 0.1532 nm
Nuclear loss from beyond it: 0.002 %
Channelling model, closest b: 0.1 nm
Nuclear loss left in channel at E_c: 0.025 %
Crossing in channelling model: 0.32 keV
```
